\section*{Mobility limited by thickness fluctuations in a hard-wall semiconductor film, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from a rough wall to a relaxation time}

A semiconductor film lies between two impenetrable walls. Its mean thickness is $L$, but the thickness varies slightly from place to place. The carriers move freely in the plane, with position $\mathbf r=(x,y)$, and are confined along $z$. Their mass is $m_t$ in the plane and $m_z$ along $z$. The sheet density $n$ is the number of carriers per unit area, and $g$ is the total number of equivalent spin and valley states. The carriers are taken as holes of charge $e>0$, with energy counted upward from the band edge; for electrons the drift is reversed and the mobility formula is the same. Screening is left out until the last part. The problem asks how the mobility set by this roughness depends on $L$.

\subsection*{(a) How does the lowest level respond to a uniform change of thickness?}

Find the levels of a flat film, the derivative of the lowest one with respect to $L$, and the condition for one occupied subband at zero temperature.

\textit{Solution.} Between the walls the confined motion obeys
\begin{equation}
-\frac{\hbar^2}{2m_z}\varphi''(z)=E\varphi(z),\qquad \varphi(0)=\varphi(L)=0 .
\end{equation}
The condition at $z=0$ selects $\sin(\kappa z)$, and the condition at $z=L$ requires $\kappa L=j\pi$ with $j=1,2,\dots$ Since $\sin^2$ averages to $1/2$ over the film, the normalized functions and their energies are
\begin{equation}
\varphi_j=\sqrt{\frac2L}\sin\frac{j\pi z}{L},\qquad
E_j=\frac{\pi^2\hbar^2j^2}{2m_zL^2}.
\end{equation}
For the lowest level,
\begin{equation}
\frac{dE_1}{dL}=-\frac{2E_1}{L}=-\frac{\pi^2\hbar^2}{m_zL^3}. \label{dE}
\end{equation}
The sign is negative because a wider film costs less confinement energy. A thick place therefore attracts carriers and a thin place repels them.

In the plane, the states of one subband fill a disc of radius $k_F$. Each spin-valley state contributes $\pi k_F^2/(2\pi)^2$ carriers per unit area, so
\begin{equation}
n=\frac{gk_F^2}{4\pi},\qquad k_F^2=\frac{4\pi n}{g},\qquad
E_F=\frac{\hbar^2k_F^2}{2m_t}. \label{kf}
\end{equation}
Here $E_F$ is measured from the bottom of the lowest subband. The second subband begins at $E_2-E_1=3E_1$. It is empty at zero temperature if $E_F<3E_1$, which is
\begin{equation}
\frac{k_F^2}{m_t}<\frac{3\pi^2}{m_zL^2}
\quad\Longrightarrow\quad
L<\frac{\pi}{k_F}\sqrt{\frac{3m_t}{m_z}} . \label{single}
\end{equation}

\subsection*{(b) What is the scattering matrix element of two rough walls?}

Let the lower wall be $z=b(\mathbf r)$ and the upper wall $z=L+t(\mathbf r)$. Find, to first order in $b$ and $t$, the coupling between two in-plane plane waves of the lowest subband. Do not assume that the roughness varies slowly.

\textit{Solution.} An infinite wall that moves cannot be treated as a small added potential, because the potential changes by an infinite amount in the strip between the old and the new wall. The remedy is to stretch the rough film onto a flat one. Let $u$ run from $0$ to $L$ and set
\begin{equation}
z=u+\xi(\mathbf r,u),\qquad \xi=b+\frac{u}{L}(t-b).
\end{equation}
Then $u=0$ gives $z=b$, and $u=L$ gives $z=L+t$. Write the wave function as
\begin{equation}
\psi(\mathbf r,z)=\left(1+\frac{\partial\xi}{\partial u}\right)^{-1/2}\chi(\mathbf r,u).
\end{equation}
The prefactor is $(\partial z/\partial u)^{-1/2}$, so $\int|\psi|^2dz=\int|\chi|^2du$, and $\chi$ is normalized in the ordinary way on the flat film. It vanishes at $u=0$ and $u=L$.

To first order, $u=z-\xi(\mathbf r,z)$. Hence $\chi(\mathbf r,u)=\chi(\mathbf r,z)-\xi\,\partial_z\chi$, and the prefactor is $1-\tfrac12\partial_z\xi$. Together,
\begin{equation}
\psi=(1-G)\chi,\qquad G=\xi\,\partial_z+\tfrac12(\partial_z\xi).
\end{equation}
Let $H=T_\parallel+H_z$, where $T_\parallel$ is the in-plane kinetic energy and $H_z$ the operator of the confined motion. Insert $\psi$ into $H\psi=E\psi$ and multiply by $1+G$. Because $(1+G)(1-G)=1$ to first order,
\begin{equation}
(H+V)\chi=E\chi,\qquad V=GH-HG .
\end{equation}
This is an identity between differential operators. The rough walls have become a small operator $V$ on a flat film.

Take the states $|\mathbf k\rangle=A^{-1/2}e^{i\mathbf k\cdot\mathbf r}\varphi(z)$, with $\varphi=\varphi_1$ and a large area $A$ with periodic boundaries. Put $\mathbf q=\mathbf k'-\mathbf k$. In the plane, $T_\parallel$ may act to the left, so with $\varepsilon_k=\hbar^2k^2/2m_t$
\begin{equation}
\langle\mathbf k'|GT_\parallel-T_\parallel G|\mathbf k\rangle
=(\varepsilon_k-\varepsilon_{k'})\langle\mathbf k'|G|\mathbf k\rangle .
\end{equation}
This vanishes for equal energies. It vanishes in general as well, because the $z$ integral in $\langle\mathbf k'|G|\mathbf k\rangle$ is
\begin{equation}
\int_0^L\varphi\left(\xi\varphi'+\tfrac12\xi'\varphi\right)dz
=\tfrac12\int_0^L(\xi\varphi^2)'dz=0, \label{Gzero}
\end{equation}
where a prime means $\partial_z$, and $\varphi=0$ at both ends. The gradients of the roughness thus add nothing within the subband at this order.

For $H_z$ more care is needed. The function $\gamma=G\varphi$ does not vanish at the walls, so moving $H_z$ to the left leaves boundary terms. Two integrations by parts give
\begin{align}
\int_0^L\varphi H_z\gamma\,dz
&=-\frac{\hbar^2}{2m_z}\int_0^L\varphi\gamma''dz\nonumber\\
&=-\frac{\hbar^2}{2m_z}\left\{\left[\varphi\gamma'-\varphi'\gamma\right]_0^L
+\int_0^L\varphi''\gamma\,dz\right\}\nonumber\\
&=\frac{\hbar^2}{2m_z}\left[\varphi'\gamma\right]_0^L
+E_1\int_0^L\varphi\gamma\,dz .
\end{align}
The last line uses $\varphi=0$ at the ends and $H_z\varphi=E_1\varphi$. The other half of the commutator is $\int\varphi GH_z\varphi\,dz=E_1\int\varphi\gamma\,dz$. In the difference these integrals cancel. At a wall $\gamma=\xi\varphi'$, with $\xi=t$ above and $\xi=b$ below. What remains is
\begin{equation}
v(\mathbf r)=-\frac{\hbar^2}{2m_z}
\left[\varphi'(L)^2\,t(\mathbf r)-\varphi'(0)^2\,b(\mathbf r)\right]. \label{wall}
\end{equation}
A smooth potential $U(z)$ inside the film could be included in $H_z$ without changing these steps, so (\ref{wall}) also holds for a film in an electric field, with its own $\varphi$.

Without a field, $\varphi'=\sqrt{2/L}\,(\pi/L)\cos(\pi z/L)$, and both walls have $\varphi'^2=2\pi^2/L^3$. Define the thickness fluctuation $\Delta=t-b$. Then (\ref{dE}) gives
\begin{equation}
v(\mathbf r)=-\frac{\pi^2\hbar^2}{m_zL^3}\Delta(\mathbf r)
=\frac{dE_1}{dL}\Delta(\mathbf r),\qquad
\langle\mathbf k'|V|\mathbf k\rangle=\frac1A\frac{dE_1}{dL}\Delta_{\mathbf q}, \label{matrix}
\end{equation}
with $\Delta_{\mathbf q}=\int\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r$. This is the coupling that a local-thickness argument would give, now obtained without assuming a long roughness wavelength.

The operator $V$ also couples to higher subbands. Energy conservation forbids a real transition there if the in-plane energy is below $3E_1$. Virtual visits enter the energy and the scattering amplitude at second order in the roughness and are neglected.

\subsection*{(c) Which roughness matters, and how can the coupling be tested?}

Discuss parallel walls and independent walls. Then find an energy difference that measures the coupling in (\ref{matrix}).

\textit{Solution.} If the film follows an undulating substrate so that $t=b$, then $\Delta=0$ and, without an electric field across the film, the first-order scattering vanishes. A wavy film of constant vertical thickness is then, at this order, as good as a flat one. In a uniform field the level moves up and down the potential slope together with the walls, so such a film does scatter. If the two walls are statistically independent, the cross terms average to zero and the power spectrum of $\Delta$ is the sum of the two wall spectra. Without a field it is the thickness statistics that enter, and not the roughness of one surface seen alone.

For the energy difference, let $\Delta=a\cos qx$ and consider waves with $k_x=\pm q/2$ and $k_y=0$. They have equal energies and are mixed by the roughness into $\sqrt2\cos(qx/2)$ and $\sqrt2\sin(qx/2)$. Their mean densities weight the potential by $1+\cos qx$ and $1-\cos qx$. Since $\cos^2qx$ averages to $1/2$, the energy shifts are $\pm\tfrac12a\,dE_1/dL$, and
\begin{equation}
E_{\cos}-E_{\sin}=a\frac{dE_1}{dL}. \label{split}
\end{equation}
This requires a splitting small compared with the distance to the next in-plane waves.

The rough-domain eigenproblem was solved numerically for $L=6$ nm, $a=10^{-3}$ nm and $q=0.1$, $0.5$ and $1.5$ nm$^{-1}$. The last value has $qL=9$, far from slow roughness. With the upper wall rough, the splitting differed from (\ref{split}) by at most $1.7\times10^{-5}$ of the predicted value. A rough lower wall reversed the sign, with agreement within $10^{-3}$. Parallel walls gave less than $10^{-3}$ of the splitting of one rough wall. These tests support both the coupling and the cancellation.

\subsection*{(d) What relaxation time does a random thickness produce?}

Let $\Delta$ have zero mean and correlation $C(r)=\langle\Delta(\mathbf r_0)\Delta(\mathbf r_0+\mathbf r)\rangle$, which depends on distance alone. Find the time that enters the mobility, in the Born approximation.

\textit{Solution.} The mean square of a Fourier component is
\begin{align}
\langle|\Delta_{\mathbf q}|^2\rangle
&=\int d^2r_1\int d^2r_2\,C(|\mathbf r_1-\mathbf r_2|)
e^{-i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}\nonumber\\
&=A\,S(q),\qquad S(q)=\int C(r)e^{-i\mathbf q\cdot\mathbf r}d^2r ,
\end{align}
because the integrand depends on the difference of positions and the remaining integral gives $A$. The golden rule then gives the transition rate
\begin{equation}
W_{\mathbf k'\mathbf k}=\frac{2\pi}{\hbar A}
\left(\frac{dE_1}{dL}\right)^2S(q)\,\delta(\varepsilon_k-\varepsilon_{k'}). \label{golden}
\end{equation}
Smooth roughness is assumed to conserve spin and valley, so $g$ does not multiply the number of final states.

Apply a weak electric field $\mathcal E$ along $x$. Let $\alpha$ be the angle of $\mathbf k$ from $x$, $v_k=\hbar k/m_t$ the speed, and $f=f_0+\delta f$ the occupation, with $f_0$ the Fermi function. The steady linear Boltzmann equation is
\begin{equation}
e\mathcal E v_k\cos\alpha\,\frac{df_0}{d\varepsilon}
=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}\,
[\delta f(\mathbf k')-\delta f(\mathbf k)].
\end{equation}
Try $\delta f=-e\mathcal E\tau v_k\cos\alpha\,(df_0/d\varepsilon)$. If $\theta$ is the scattering angle, then $\cos(\alpha+\theta)=\cos\alpha\cos\theta-\sin\alpha\sin\theta$. The sine term integrates to zero because $W$ is even in $\theta$. Both sides are then proportional to $\cos\alpha$, and the trial form is a solution if
\begin{equation}
\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}(1-\cos\theta).
\end{equation}
Replace the sum by $A(2\pi)^{-2}\int k'dk'd\theta$ and use $k'dk'=(m_t/\hbar^2)d\varepsilon'$. The delta function sets $k'=k$, and
\begin{equation}
\frac1\tau=\frac{m_t}{\hbar^3}\left(\frac{dE_1}{dL}\right)^2
\int_0^{2\pi}\frac{d\theta}{2\pi}S(q)(1-\cos\theta),
\quad q=2k\left|\sin\frac\theta2\right|. \label{tau}
\end{equation}
The factor $1-\cos\theta$ discounts small deflections, which hardly reduce the current.

The rate was also tested by propagating waves through 24 random potentials on a grid of $160\times160$ points, in units where $\hbar$, the mass and the correlation length are one. The wave number was $0.98$ and the rms potential $0.07$, about $15\%$ of the kinetic energy. The mean momentum decayed between times 20 and 90 at $0.997$ times the golden-rule rate. The test allowed a $15\%$ deviation for sampling noise and terms beyond the Born approximation, so the closer agreement should not be read as its precision.

\section{Second half: mobility, thickness dependence and a tellurium film}

The first half considered a film of mean thickness $L$, thickness fluctuation $\Delta$, in-plane mass $m_t$ and confinement mass $m_z$. The lowest level is $E_1=\pi^2\hbar^2/(2m_zL^2)$, and the roughness acts as the potential $(dE_1/dL)\Delta$, with $dE_1/dL=-\pi^2\hbar^2/(m_zL^3)$. The sheet density $n$ and degeneracy $g$ fix $k_F^2=4\pi n/g$. The relaxation time $\tau$ is given by (\ref{tau}), where $S(q)$ is the power spectrum of $\Delta$.

\subsection*{(e) What is the mobility for Gaussian roughness?}

Express the mobility through $\tau$, then evaluate it at zero temperature for $C(r)=\Delta_0^2e^{-r^2/\Lambda^2}$.

\textit{Solution.} The drift velocity $v_d$ follows from the current. With the $\delta f$ of part (d), the integral of $\cos^2\alpha$ over angle gives $\pi$:
\begin{align}
nv_d&=g\int\frac{d^2k}{(2\pi)^2}v_k\cos\alpha\,\delta f
=\frac{ge\mathcal E}{4\pi}\int k\,dk\,v_k^2\tau
\left(-\frac{df_0}{d\varepsilon}\right)\nonumber\\
&=\frac{ge\mathcal E}{2\pi\hbar^2}\int_0^\infty
\varepsilon\tau(\varepsilon)\left(-\frac{df_0}{d\varepsilon}\right)d\varepsilon .
\end{align}
The last step uses $k\,dk=m_td\varepsilon/\hbar^2$ and $v_k^2=2\varepsilon/m_t$. The density is $n=(gm_t/2\pi\hbar^2)\int f_0d\varepsilon$. Therefore
\begin{equation}
\mu=\frac{v_d}{\mathcal E}=\frac e{m_t}
\frac{\int_0^\infty\varepsilon\tau(-df_0/d\varepsilon)d\varepsilon}
{\int_0^\infty f_0d\varepsilon}. \label{thermal}
\end{equation}
At zero temperature the numerator is $E_F\tau(E_F)$ and the denominator $E_F$, so $\mu=e\tau(E_F)/m_t$.

The Gaussian correlation factors into $x$ and $y$. Completing the square in each integral gives $\sqrt\pi\Lambda e^{-q_i^2\Lambda^2/4}$, hence
\begin{equation}
S(q)=\pi\Delta_0^2\Lambda^2e^{-q^2\Lambda^2/4}.
\end{equation}
On the Fermi circle $q^2=2k_F^2(1-\cos\theta)$. With $X=k_F^2\Lambda^2/2$, the exponent is $-X(1-\cos\theta)$. The angular average in (\ref{tau}) becomes $\pi\Delta_0^2\Lambda^2F(X)$, where
\begin{equation}
F(X)=\int_0^{2\pi}\frac{d\theta}{2\pi}(1-\cos\theta)e^{-X(1-\cos\theta)}
=e^{-X}[I_0(X)-I_1(X)]. \label{F}
\end{equation}
The modified Bessel functions are $I_0=\int e^{X\cos\theta}d\theta/2\pi$ and $I_1=\int\cos\theta\,e^{X\cos\theta}d\theta/2\pi$ over a full circle. Insert $(dE_1/dL)^2=\pi^4\hbar^4/(m_z^2L^6)$:
\begin{equation}
\mu=\frac{e\hbar^3}{m_t^2(dE_1/dL)^2\pi\Delta_0^2\Lambda^2F}
=\frac{e}{\hbar}\frac{m_z^2}{m_t^2}
\frac{L^6}{\pi^5\Delta_0^2\Lambda^2F(X)}. \label{mu}
\end{equation}
For $X\ll1$, $F$ tends to one and scattering is nearly isotropic. For $X\gg1$, small angles dominate. Then $1-\cos\theta\simeq\theta^2/2$, and the Gaussian integral gives $F\simeq X^{-3/2}/(2\sqrt{2\pi})$. In that limit $\mu\propto n^{3/2}\Lambda L^6/\Delta_0^2$: long, gentle undulations deflect the carriers little.

This part has derived the first-order coupling of rough walls, the resulting relaxation time in the Born approximation, and the zero-temperature mobility for Gaussian roughness. It remains to find when the thickness exponent is six, to evaluate the model for a thin tellurium film, and to estimate the neglected effects.
